Why current continuity raises the thermal breakdown voltage of a slab

A model ceramic slab 2 mm thick, with both faces held at 300 K, carries a dc current at 60 V. Its conductivity grows exponentially with temperature, and its centre settles 24.7 K above the faces. If the field inside the same slab is taken to be uniform, the heat equation has no steady solution above 48.7 V, and at that voltage the predicted centre is already 26.7 K above the faces. A current that is the same in every layer thus leaves the centre cooler at 60 V than the uniform-field model makes it at 48.7 V. With the current treated correctly, the limit is 73.5 V, higher by a factor 1.51.

The reason is that a hot, well-conducting layer in series with cooler layers needs little field to carry the common current. The field moves out of the centre towards the faces, where heat escapes most easily.

**The model**

Let x be the distance from the midplane, so that the faces lie at x = ±d/2, and let everything vary along x alone. The thermal conductivity k is constant, both faces are at T₀, and the electrical conductivity is

σ = σ₀ exp(u),  u = a(T − T₀).

In the steady state no charge accumulates, so the current density J = σE is the same at every x. The heat released per unit volume is JE, and conduction must carry it away:

k d²T/dx² = −JE,  E = J/σ.

The heat density is therefore J²/σ: at any instant the hottest layer receives the least heat. The uniform-field model sets E = V/d instead and has the heat density σV²/d², which is greatest in the hottest layer. Its current σV/d varies with x, in conflict with continuity.

**The uniform-field limit**

Put ξ = 2x/d, so that ξ = 1 at a face. Then d²T/dx² = (4/(ad²)) d²u/dξ², and the uniform-field equation becomes

d²u/dξ² = −(W/4) exp(u),  W = aσ₀V²/k.

Try u = u_m − 2 ln cosh(sξ), where u_m is the value at the centre. Two derivatives give −2s²/cosh²(sξ), while the right side is −(W/4) exp(u_m)/cosh²(sξ). They agree if W = 8s² exp(−u_m). The condition u = 0 at ξ = 1 gives exp(u_m) = cosh²s, hence

W = 8s²/cosh²s.

As s grows, the centre gets hotter, but W first rises and then falls. Setting the derivative of ln W to zero gives 2/s − 2 tanh s = 0, or

s tanh s = 1,  s = 1.1997.

At this point 1/cosh²s = 1 − tanh²s = 1 − 1/s², so the largest W is 8(s² − 1) and

V_uf = √(8(s² − 1)) √(k/(aσ₀)) = 1.8745 √(k/(aσ₀)).

The limit is a fold: a cooler and a hotter steady state merge at the finite value u_m = 1.187.

**The limit with a continuous current**

Measure the potential φ from the midplane, with E = −dφ/dx. The heat equation reads k d²T/dx² = J dφ/dx. For the symmetric solution both dT/dx and φ vanish at x = 0, so one integration gives

k dT/dx = Jφ.

Dividing by dφ/dx = −J/σ removes both the current and the position:

dT/dφ = −σφ/k,  or  dT/σ = −φ dφ/k.

Integrate from the centre, where T = T_m and φ = 0, to a face, where T = T₀ and φ² = V²/4. The right side gives −V²/(8k). Reversing the limits on the left removes the minus sign:

V² = 8k ∫ dT/σ, from T₀ to T_m.

For the exponential law this is

V² = (8k/(aσ₀)) [1 − exp(−u_m)].

The voltage now rises with centre temperature all the way. There is no fold, but there is a ceiling, approached as u_m → ∞:

V_dc = √8 √(k/(aσ₀)).

The ceiling exists because ∫dT/σ converges. Each further degree at the centre supports an extra V² of 8k dT/σ, and this shrinks exponentially as the centre becomes conducting.

The ratio of the limits follows from V_uf² = (8s²/cosh²s) k/(aσ₀):

V_dc/V_uf = cosh s/s = cosh s tanh s = sinh s = 1.509,

where 1/s = tanh s was used. Thickness, k, a and σ₀ have all cancelled. Direct numerical integration of the two heat equations gives the same ratio, 1.5089.

**Where the field goes**

Integrating dT/σ = −φ dφ/k from the centre to a general point gives

exp(−u) = exp(−u_m) + aσ₀φ²/(2k) = exp(−u_m) + (2φ/V_dc)².

Define α by sin α = V/V_dc; then exp(−u_m) = cos²α. Since J = −σ dφ/dx,

J dx = −σ₀ dφ/[cos²α + (2φ/V_dc)²].

Substitute 2φ/V_dc = −cos α tan θ. The bracket becomes cos²α/cos²θ, and dφ = −(V_dc/2) cos α dθ/cos²θ, so

J dx = σ₀V_dc dθ/(2 cos α).

Thus θ is proportional to x. At the face x = d/2 the potential is −V/2, which requires tan θ = tan α, so θ = αξ. Integrating from centre to face gives

J = σ₀V_dc α/(d cos α),
exp(−u) = cos²α/cos²(αξ).

The field is E = J exp(−u)/σ₀. Relative to its mean V/d it is

centre: α cos α/sin α,
face: α/(sin α cos α).

For small α both tend to 1, as they should in a cold slab. At the voltage where the uniform-field model fails, V/V_dc = 0.663; the centre field is 0.82 of the mean and the face field 1.46. The centre is then 13.0 K above the faces in the example, against 26.7 K in the uniform-field model.

The heat density at the centre is J times the centre field:

q_centre = σ₀V_dc²α²/d² = 8kα²/(ad²).

Since α < π/2, it stays below 2π²k/(ad²) even as the current diverges at V_dc. The face value is larger by 1/cos²α and has no such bound. As the limit is approached the power crowds towards the faces: the outer tenth of each half of the slab receives 39% of the heat at u_m = 3 and 76% at u_m = 6, against 18% at 60 V in the example.

**Less heat, and heat in a better place**

Field expulsion does two things at a given voltage and temperature profile. Let

A = ∫ exp(u) dξ,  I = ∫ exp(−u) dξ,  from 0 to 1.

The slab is a series resistance, so J = σ₀V/(dI) and the total power per unit area is JV = σ₀V²/(dI). The uniform-field model has σ₀V²A/d. By the Cauchy–Schwarz inequality AI ≥ 1, so the true total is never the larger one.

The second effect is placement. Integrating the heat equation twice from the midplane gives, for any heat density q,

T_m − T₀ = (1/k) ∫ (d/2 − x) q dx, from 0 to d/2.

Heat released near a face has a small weight, because it crosses little material on its way out.

Two artificial models change one effect at a time. Write the heat equation as d²u/dξ² = −g. Since g = ad²q/(4k), its integral from 0 to 1 is W/(4I) for the true total and WA/4 for the uniform-field total.

In the first, the total is true but is placed in proportion to σ, so g = C exp(u). The profile is the earlier one with cosh, and C = 2s²/cosh²s. Its integrals are

A = cosh²s tanh s/s,
I = [1 + sinh s cosh s/s]/(2 cosh²s).

The condition CA = W/(4I) gives

W = 4CAI = 4[tanh²s + s tanh s/cosh²s].

The largest voltage of this model exceeds V_uf by a factor 1.106.

In the second, the total is that of the uniform-field model but is placed in proportion to 1/σ, so g = C exp(−u). The profile is the one with cos, where α is now just a parameter set by cos²α = exp(−u_m), and C = 2α²/cos²α. Here

I = sin α cos α/α,
A = (α + sin α cos α)/(2α cos²α),

and CI = WA/4 gives

W = 4CI/A = 16α² sin α cos α/(α + sin α cos α).

Its largest voltage exceeds V_uf by a factor 1.217.

Each change alone thus raises the limit, and placement does more than the reduced total. The product of the two factors is 1.346, short of 1.509, so the effects reinforce each other and the gain has no unique division between them. Both come from the single relation E = J/σ.

**The slab at 60 V**

The example has a resistivity of 1000 Ω cm at 300 K, so σ₀ = 0.001 S/cm, and k = 3 W/(m K). An Arrhenius law exp(−B/T) with B = 4000 K is replaced here by the exponential that has the same slope of ln σ at T₀. This gives a = B/T₀² = 0.0444 per K, or 1/a = 22.5 K. Then √(k/(aσ₀)) = 25.98 V, and the limits are

V_uf = 1.8745 × 25.98 V = 48.7 V,
V_dc = 2.8284 × 25.98 V = 73.5 V.

At 60 V, sin α = 60/73.48 = 0.8165, so cos²α = 1/3 and α = 0.955. The centre rise is 22.5 K × ln 3 = 24.7 K. The current density is

J = (0.001 S/cm)(73.48 V)(0.9553)/(0.2 cm × 0.5774) = 0.608 A/cm².

The field at the faces is J/σ₀ = 60.8 V/mm; at the centre it is one third of that, 20.3 V/mm; the mean is 30 V/mm. The heat density is 123 W/cm³ at the centre and 370 W/cm³ at the faces. For this same temperature profile the uniform-field rule σV²/d² would put 3 × 0.001 × 300² = 270 W/cm³ at the centre and 90 W/cm³ at the faces. A separate numerical solution of the boundary-value problem in physical units gives the same centre rise and current.

Steady states matter here if the slab reaches them. Starting cold, with the voltage held at 0.95 of the respective limit, a time integration settles at u_m = 2.33 for the continuous current and 0.73 for the uniform field, in agreement with the steady formulas to within 1%. At 1.05 of the limit neither settles: u_m passes 6 after about 3 and 4.3 thermal times (d/2)²/D, where D is the thermal diffusivity.

**When the faces are not isothermal**

The ideal dc limit is approached with a diverging current and a diverging heat flux through the faces. A real joint passes a finite flux h(T_s − T₀), where T_s is the face temperature and T₀ now belongs to the heat sink. The interior solutions still hold if T₀ is replaced by T_s and σ₀ by σ₀ exp(u_s), with u_s = a(T_s − T₀). This multiplies W by exp(−u_s).

To find u_s, equate −k dT/dx at the face to h(T_s − T₀). In scaled form, u_s = −(2k/(hd)) du/dξ at ξ = 1. The slopes there are −2α tan α and −2s tanh s. With b = hd/k,

dc: W = 8 sin²α exp(−4α tan α/b),
uniform field: W = 8 (s²/cosh²s) exp(−4s tanh s/b).

Now the dc slab also has a fold: as α → π/2, tan α diverges and W falls to zero for any finite h. The uniform-field model reaches its fold at a moderate flux and suffers less. For h = 10 W/(cm² K), b = 66.7, and the limits drop from 48.7 to 47.3 V and from 73.5 to 62.4 V. The ratio is then 1.32.

The opposite extreme is a poor joint, b ≪ 1. Then α and s are small at the limit, and both expressions reduce to the same function, 8α² exp(−4α²/b). The slab is nearly isothermal inside, there is no hot centre to expel the field from, and the ratio tends to 1. The maximum lies at α² = b/4, so W = 2b/e and V² = 2hd/(e aσ₀), with e = 2.718…; the internal conductivity k has dropped out.

**Beside a real ceramic**

The parameters are rough values for a manganese–nickel oxide thermistor ceramic, which conducts by electronic hopping. Soldering both faces to massive sinks is a favourable mounting; a thermistor hanging in air is far closer to the poor-joint limit, and the factor 1.5 should not be applied to it. For the dc limit and h = 10 W/(cm² K) the contact is the largest correction found here; a joint ten times better would lower the limit only to 70.7 V, a smaller shift than the first of the two corrections below, which act on the material itself.

First, the Arrhenius conductivity rises more slowly than the exponential and finally saturates. Then ∫dT/σ grows without bound, and the dc model has no strict limit. It has a near-plateau instead: 79.3 V with the centre at 450 K and 80.3 V at 600 K. The uniform-field fold moves to 50.8 V. Second, if k falls as 1/T, it moves inside the integral, V² = 8∫k dT/σ. With the exponential law for σ kept, the dc voltage for a centre at 600 K is then 71.0 V; the uniform-field limit is 47.8 V.

With contact, Arrhenius law and falling k together, the limits are 64.3 V and 48.3 V, a ratio of 1.33, and the dc slab reaches its fold with the centre at 364 K. The 60 V of the example is still below that limit, but with much less margin than the ideal model suggests. The centre then settles about 32.5 K above the sinks instead of 24.7 K, so the comparison of centre temperatures in the opening belongs to the ideal slab.

Smaller effects can be sized at 60 V. For a rough Seebeck coefficient of 0.5 mV/K, Peltier heat at a face is 0.5% of the Joule heat leaving it. In a simple hopping picture the field multiplies the conductivity by sinh(y)/y ≈ 1 + y²/6, where 2y is the energy a carrier gains from the field in one hop, divided by the thermal energy; for hops of 0.3 nm the rise at the faces is a fraction of about 2 × 10⁻⁸. With a relative permittivity of 20 and a heat capacity of 3 J/(cm³ K), charge relaxes in about 2 ns (the permittivity divided by σ₀) and heat in about 1 s (the thermal time (d/2)²/D), so J is uniform across the slab even while it warms. Electrical contact resistance and any bunching of the current along the faces lie outside this one-dimensional model.

Table of computed values

```
s with s*tanh(s)=1: 1.19968
limits / sqrt(k/(a sigma0)): uniform 1.8745, dc 2.8284
ratio dc/uniform: 1.5089; sinh(s): 1.5089
numerical ratio from heat equation: 1.5089
uniform model, a*rise at limit: 1.1868
gain, only total heat corrected: 1.1056
gain, only heat placement corrected: 1.2172
product of the two gains: 1.3457
dc at uniform limit: V/V_dc = 0.6627
  centre field/mean: 0.8186
  edge field/mean: 1.4598
0.95 of limit, settled a*rise: dc 2.324, uniform 0.729
  formula: dc 2.328, uniform 0.729
1.05 of limit, time to a*rise=6 in (d/2)^2/D: dc 3.23, uniform 4.28
Example: d 2.0 mm, T0 300 K, B 4000 K
  resistivity 1000 ohm cm, k 3.0 W/(m K)
  a 0.04444 1/K; 1/a 22.50 K
  sqrt(k/(a sigma0)) 25.981 V
  limits: uniform 48.70 V, dc 73.48 V
  rise at uniform limit: uniform 26.70 K, dc 13.01 K
At 60 V: V/V_dc 0.8165, alpha 0.9553 rad
  centre rise 24.72 K (BVP 24.72 K)
  current density 0.6080 A/cm2 (BVP 0.6080)
  field V/mm: centre 20.27, mean 30.00, edge 60.80
  heat W/cm3: centre 123.2, edge 369.6
  heat flux per face 18.24 W/cm2
Contact h 10 W/(cm2 K), h*d/k 66.67
  contact temperature step at 60 V, ideal flux: 1.82 K
Limits with neglected effects: uniform V, dc V, ratio
  Arrhenius, centre 600 K: 50.83, 80.29, 1.580
  k as 1/T, centre 600 K: 47.80, 71.03, 1.486
  thermal contact: 47.29, 62.45, 1.320
  all three: 48.29, 64.26, 1.331
  Arrhenius dc voltage, centre 450 K: 79.33 V
  centre at dc limit: contact 351 K, all three 364 K
Peltier/Joule face flux (0.5 mV/K): 0.50 %
Hopping nonlinearity x^2/6 (0.3 nm): 2.1e-08
Charge relaxation 1.77 ns, thermal time 1.00 s
```
